\section*{The Roothaan iteration as alternating minimization: convergence, two-state cycles and level shifts, part 2}

The problem is whether the plain Roothaan iteration of closed-shell Hartree--Fock theory converges or cycles. Hartree atomic units and Frobenius norms are used. In $m$ real orthonormal basis functions, the density $D$ is a rank-$N$ projector for $N$ electron pairs; the spin-summed density is $2D$. With one-electron matrix $h$, integrals $(pq|rs)$ in charge-density order and nuclear repulsion $V$, $F(D)=h+G(D)$, $G=2J-K$, $J(D)_{pq}=\sum_{rs}(pq|rs)D_{rs}$, $K(D)_{pq}=\sum_{rs}(pr|qs)D_{rs}$. The symmetric functional
\begin{equation}
E(D,P)=\mathrm{Tr}(hD)+\mathrm{Tr}(hP)+\mathrm{Tr}(G(D)P)+V
\end{equation}
satisfies $E(D,D)=E_{\rm HF}(D)$. With $\Delta=D-P$,
\begin{equation}
E(D,P)=\tfrac12[E_{\rm HF}(D)+E_{\rm HF}(P)]-\tfrac12\mathrm{Tr}(\Delta G(\Delta)).
\label{eq:mean}
\end{equation}

The aufbau projector $D_*$ of a symmetric $F$ projects on its $N$ lowest eigenvectors. With eigenvectors $u_i$, ascending eigenvalues $\varepsilon_i$, gap $g=\varepsilon_{N+1}-\varepsilon_N$ and $p_i=u_i^TPu_i$,
\begin{equation}
\mathrm{Tr}\,F(P-D_*)\ge\frac g2\|P-D_*\|^2 .
\label{eq:excess}
\end{equation}
For $F=F(D)$ this reads
\begin{equation}
E(D,P)-E(D,D_*)\ge\frac g2\|P-D_*\|^2 .
\label{eq:excess2}
\end{equation}

The plain iteration takes $D_{n+1}$ as the aufbau projector of $F(D_n)$. Let $e_n=E(D_n,D_{n+1})$, $d_n=\|D_{n+1}-D_{n-1}\|$, and $\Lambda$ be the operator norm of $G$. If all gaps are at least $\gamma>0$,
\begin{equation}
e_{n-1}-e_n=\mathrm{Tr}\,F(D_n)(D_{n-1}-D_{n+1})\ge\frac\gamma2d_n^2 ,
\label{eq:descent}
\end{equation}
\begin{equation}
\|\mathrm{grad}\,E(D_n,D_{n+1})\|=\|[F(D_{n+1}),D_n]\|\le\Lambda d_n ,
\label{eq:grad}
\end{equation}
and even and odd iterates converge to $D$ and $D'$, each the aufbau projector of the other's Fock matrix. If $D=D'$, this is an aufbau solution; otherwise it is a two-state cycle. A stationary state needs only $[F(D),D]=0$.

Let $\lambda$ be the largest eigenvalue of $\mathrm{Tr}(AG(A))$ on traceless symmetric matrices of unit norm. A cycle with gaps $g,g'$ and $\Delta=D-D'$ requires
\begin{equation}
\frac{g+g'}2\le\frac{\mathrm{Tr}(\Delta G(\Delta))}{\|\Delta\|^2}\le\lambda .
\label{eq:sandwich}
\end{equation}

For a non-orthogonal basis with overlap $S_{\rm b}$, density $D_{\rm b}$ and Fock matrix $F_{\rm b}$,
\begin{equation}
D=S_{\rm b}^{1/2}D_{\rm b}S_{\rm b}^{1/2},\qquad F=S_{\rm b}^{-1/2}F_{\rm b}S_{\rm b}^{-1/2}.
\label{eq:ao}
\end{equation}

\subsection{A cycle between stationary states}

Take one electron pair in two orthonormal orbitals with $h_{11}=h_{22}=-1$ and $h_{12}=0$. Let $(11|11)=(22|22)=1$, $(11|22)=0.3$ and $(12|12)=0.1$, all in hartree, and let integrals with an odd number of indices 1 vanish, as happens for orbitals of different symmetry. If orbital 1 is occupied, the off-diagonal element of $F$ vanishes and the levels are
\begin{align}
\varepsilon_1&=-1+2(1)-1=0,\\
\varepsilon_2&=-1+2(0.3)-0.1=-0.5\ \text{hartree}.
\end{align}
The occupied orbital is an eigenvector, so the state is stationary, but the empty level lies lower. The next density therefore occupies orbital 2. The parameters are symmetric under exchange of the orbitals, so the following step returns to orbital 1.

Both states have the energy $2(-1)+1=-1$ hartree. A stopping rule based on the change of $E_{\rm HF}$ alone would accept this cycle at once, and so would a rule based on $\|[F(D),D]\|$ alone. The density difference $\|D_{n+1}-D_n\|=\sqrt2$ exposes it.

\subsection{Level shift}

Replace the matrix to be diagonalized by $F(D_n)-bD_n$ with $b\ge0$. This lowers the directions occupied in $D_n$ by $b$ relative to the others. The corresponding functional is
\begin{equation}
E_b(D,P)=E(D,P)+\frac b2\|D-P\|^2=E(D,P)+bN-b\,\mathrm{Tr}(DP).
\label{eq:shiftfun}
\end{equation}
At fixed $D$ its dependence on $P$ is $\mathrm{Tr}[(F(D)-bD)P]$, so the shifted step is its exact minimizer. The functional is symmetric and polynomial, and $G(D)$ has merely been replaced by $G(D)-bD$. The results of the first half therefore apply, provided that the shifted matrices have a uniform gap $\gamma_b>0$.

The shift penalizes the distance between successive densities. To see its effect on the energy, let $\Delta_n=D_{n+1}-D_n$. The minimum property, with $D_n$ itself as the comparison density, gives
\begin{equation}
E_b(D_n,D_{n+1})\le E_{\rm HF}(D_n)-\frac{\gamma_b}2\|\Delta_n\|^2 .
\end{equation}
Equations \eqref{eq:mean} and \eqref{eq:shiftfun} give the same quantity as
\begin{align}
2E_b(D_n,D_{n+1})={}&E_{\rm HF}(D_n)+E_{\rm HF}(D_{n+1})\nonumber\\
&-\mathrm{Tr}(\Delta_nG(\Delta_n))+b\|\Delta_n\|^2 .
\end{align}
Eliminating $E_b$ and using $\mathrm{Tr}(\Delta_nG(\Delta_n))\le\lambda\|\Delta_n\|^2$ yields
\begin{equation}
E_{\rm HF}(D_{n+1})\le E_{\rm HF}(D_n)-(\gamma_b+b-\lambda)\|\Delta_n\|^2 .
\label{eq:energydescent}
\end{equation}
If $\gamma_b+b>\lambda$, the Hartree--Fock energy decreases and, being bounded below, forces $\Delta_n\to0$. A cycle is then impossible. The choice $b\ge\lambda$ suffices whenever the shifted gap is uniformly positive.

The limit $D$ commutes with $F(D)-bD$, and since $[D,D]=0$ it commutes with $F(D)$. It is a stationary state. It is the aufbau projector of the shifted matrix, however, which guarantees only that the lowest empty level of $F(D)$ lies no more than $b-\gamma_b$ below the highest occupied one. The aufbau order of the unshifted $F(D)$ must be checked separately.

A large shift secures the gap. If the eigenvalues of $F(D_n)$ span a width $w$, the $N$ lowest eigenvalues of $F(D_n)-bD_n$ lie at most at $\max\varepsilon-b$ and the others at least at $\min\varepsilon$, by Weyl's inequalities. The shifted gap is therefore at least $b-w$. The price is speed. Since $D_{n+1}$ is at least as good as $D_n$ for the shifted problem,
\begin{align}
\frac b2\|\Delta_n\|^2&=b\,\mathrm{Tr}\,D_n(D_n-D_{n+1})\nonumber\\
&\le\mathrm{Tr}\,F(D_n)(D_n-D_{n+1})\le\|F(D_n)\|\,\|\Delta_n\| ,
\end{align}
and hence $\|\Delta_n\|\le2\|F(D_n)\|/b$. Steps shrink at least as fast as $1/b$ when the shift becomes large.

\subsection{Four hydrogen atoms at short spacing}

The example is a linear, equally spaced H$_4$ chain at the RHF/STO-3G level, with $N=2$ and four basis functions. The basis is orthonormalized symmetrically with $S_{\rm b}^{-1/2}$, so that $2D_{pp}$ serves as the electron number of atom $p$. The first density is the aufbau projector of $h$. Total energies include the nuclei.

At a spacing of 1.8 bohr the plain iteration converges. The first values, in hartree, are
\begin{center}
\begin{tabular}{ccc}
$n$ & $E_{\rm HF}(D_n)$ & $E(D_n,D_{n+1})$\\
0 & $-1.914192$ & $-2.014970$\\
1 & $-2.113073$ & $-2.113233$\\
2 & $-2.113416$ & $-2.113421$
\end{tabular}
\end{center}
The final energy, $-2.113429$ hartree, agrees with that of an independent self-consistent calculation.

Here $\lambda=0.704$ hartree. The smallest gap in the run is 0.686 hartree, slightly below $\lambda$, so the criterion $\gamma>\lambda$ taken over the whole run does not by itself guarantee convergence. The gap at the end is 0.714 hartree, which exceeds $\lambda$. By \eqref{eq:sandwich}, a cycle whose two Fock matrices both had gaps this large would be impossible. This near balance of gap and $\lambda$ belongs to the minimal basis. In cc-pVDZ the same chain has $\lambda=5.1$ hartree and a final gap of 0.55 hartree; the plain iteration still converges, but the criterion says nothing about it.

\subsection{The same chain at large spacing}

At 6 bohr the same procedure ends in a cycle. Its first steps are, in hartree for the energies,
\begin{center}
\begin{tabular}{cccc}
$n$ & $E_{\rm HF}(D_n)$ & $E(D_n,D_{n+1})$ & $d_n$\\
0 & $-0.606094$ & $-1.588068$ & \\
1 & $-0.599964$ & $-1.588872$ & $0.0570$\\
2 & $-0.597907$ & $-1.588964$ & $0.0192$\\
3 & $-0.597800$ & $-1.588974$ & $0.0065$
\end{tabular}
\end{center}
The Hartree--Fock energy rises in these steps while the two-density functional falls. The smallest gap in the run is 0.4857 hartree, and the first decrease can be compared with the bound $\frac\gamma2d_1^2$:
\begin{align}
e_0-e_1&=-1.588068+1.588872=8.04\times10^{-4},\\
\frac\gamma2d_1^2&=\tfrac12(0.4857)(0.0570)^2=7.89\times10^{-4}\ \text{hartree}.
\end{align}
The inequality holds, and in this step it is nearly saturated.

Call the two limiting densities $A$ and $B$. In $A$ each inner atom carries 1.9988 electrons and each outer atom 0.0012; in $B$ these numbers are interchanged. The cycle moves almost all the electrons between the inner and the outer pair of atoms. The distance $\|A-B\|=1.9976$ is close to 2, the largest possible value for two projectors of rank 2, since $\|A-B\|^2=4-2\,\mathrm{Tr}(AB)$.

The energies are $E_{\rm HF}(A)=-0.597162$ and $E_{\rm HF}(B)=-0.597557$ hartree, and the interaction of the difference density is $\mathrm{Tr}(\Delta G(\Delta))=1.98323$ hartree. Equation \eqref{eq:mean} gives
\begin{equation}
E(A,B)=-0.59736-\tfrac12(1.98323)=-1.58898\ \text{hartree},
\end{equation}
in agreement with the directly computed value. In the field of $A$, the occupation $B$ is favoured by
\begin{equation}
\mathrm{Tr}\,F(A)(A-B)=E_{\rm HF}(A)-E(A,B)=0.9918\ \text{hartree}.
\end{equation}
Filling the inner atoms thus makes the outer ones preferable in the next diagonalization, and the reverse holds in the field of $B$. The fixed Fock matrix does not anticipate the repulsion that the transferred electrons will create.

The cycle condition can be checked in numbers. The ratio is
\begin{equation}
\frac{\mathrm{Tr}(\Delta G(\Delta))}{\|\Delta\|^2}=\frac{1.98323}{(1.99762)^2}=0.4970\ \text{hartree}.
\end{equation}
It lies above the smaller of the two cycle gaps, 0.4877 hartree, and below $\lambda=0.7528$ hartree. Since \eqref{eq:sandwich} contains the mean of the two gaps, the comparison with the smaller one is a weaker test than the full condition. The larger gap is 0.4901 hartree and the mean 0.4889 hartree, so the full condition holds as well. In contrast to the two-orbital model, the members are not stationary: $\|[F,D]\|$ is about 0.048 hartree for both.

\subsection{A solution that the plain iteration leaves}

With the level shift $b=\lambda=0.7528$ hartree and the same starting density, the iteration converges at 6 bohr to a single state $S$. The smallest shifted gap is 0.272 hartree, so \eqref{eq:energydescent} guarantees a falling energy along this run. The result is
\begin{equation}
E_{\rm HF}(S)=-1.290890\ \text{hartree},
\end{equation}
with 0.9995 electrons on each outer atom and 1.0005 on each inner atom. The unshifted Fock matrix has a gap of 0.168 hartree, and $S$ is its aufbau projector. The shifted run took 288 steps, against 25 for the plain iteration to settle into its cycle, both counted until the two-step difference fell below $10^{-12}$.

The lower cycle energy lies above that of $S$ by
\begin{equation}
-0.597557+1.290890=0.6933\ \text{hartree}=18.87\ \text{eV}.
\end{equation}
The two-density functional orders them the other way: $E(A,B)$ is 0.2981 hartree below $E(S,S)=E_{\rm HF}(S)$. The plain iteration descends in this functional, so the higher energy of the cycle states does not protect it from the cycle. The numbers belong to the minimal basis. In cc-pVDZ the cycle persists, but its lower member lies 0.59 hartree (about 16 eV) above the state reached by the shifted run, and the two-density functional of the cycle lies only 0.09 hartree below the energy of that state.

A restart tests this directly. The plain iteration was begun from a density at distance 0.0109 from $S$, obtained by adding to $F(S)$ a field of $10^{-3}$ hartree that distinguishes inner from outer atoms. It left the neighbourhood of $S$ and converged to the same pair $A,B$. This pair is not the only cycle of the chain: some other small displacements from $S$ lead to a cycle with a limiting functional of $-1.480$ hartree, and some distant starts to one with $-1.811$ hartree. The smallest gap on the way was 0.169 hartree, so a clear gap in every step accompanied the failure. An aufbau solution can therefore exist, and the iteration can start close to it, without the iteration converging to it. These calculations do not establish whether $S$ is the global RHF minimum.

\subsection{Use in a program}

The functional costs no additional Fock construction. After diagonalizing $F(D_n)$,
\begin{equation}
e_n=V+\mathrm{Tr}(hD_n)+\mathrm{Tr}(F(D_n)D_{n+1})
\end{equation}
uses matrices already at hand. In the plain iteration started from a rank-$N$ projector, $e_n$ must not increase beyond rounding error. The inequality $e_1\le e_0$ uses the starting density as the comparison density. It needs only $0\le p_i\le1$ and $\sum_ip_i=N$, so it also holds for a guess with trace $N$ and eigenvalues between 0 and 1. For a guess outside this class, for example a superposition of atomic densities with eigenvalues above 1 in the orthonormal basis, the argument does not guarantee $e_1\le e_0$, and the rule is proved only from $e_1$ on. Any other increase points to an inconsistency in the Fock matrix, the occupation or the traces, since \eqref{eq:excess2} holds whether or not the iteration converges to a solution.

Two density differences identify the outcome. If $\|D_{n+1}-D_{n-1}\|$ tends to zero while $\|D_{n+1}-D_n\|$ stays away from zero, the iteration approaches a cycle. At a loose threshold this pattern is an indication and not a proof. An error that is multiplied by $-\mu$ in each step, with $\mu$ slightly below 1, gives a two-step difference smaller than the one-step difference by a factor of order $1-\mu$, although the run converges to a single solution. In such a run the ratio of the two-step to the one-step difference stays at $(1-\mu)/\mu$ while both shrink together, so the two-step difference can reach the convergence tolerance while the one-step difference is still far above it. A cycle should be declared only when the one-step difference levels off at a nonzero value while the two-step difference keeps falling by orders of magnitude. Energies are a weaker indicator: in the stretched chain the two cycle energies differ by only $4\times10^{-4}$ hartree in STO-3G (about $10^{-2}$ hartree in cc-pVDZ), and a looser energy threshold would accept the cycle as converged. In a non-orthogonal basis, with $\delta_{\rm b}$ the difference of two matrices $D_{\rm b}$, the distance follows from \eqref{eq:ao} as
\begin{equation}
\|D-D'\|^2=\mathrm{Tr}(\delta_{\rm b}S_{\rm b}\delta_{\rm b}S_{\rm b}),
\end{equation}
and the level-shifted matrix is $F_{\rm b}-b\,S_{\rm b}D_{\rm b}S_{\rm b}$.

When a cycle is found, a level shift can be introduced and raised until $E_{\rm HF}$ decreases steadily. The value $b=\lambda$ is sufficient but not shown to be necessary. In ordinary bases it amounts to several hartree, slows the run considerably, and can end in a higher stationary state: for N$_2$ at 2.07 bohr in 6-31G, started from the core density, it gives $-108.157$ hartree where the plain iteration reaches $-108.868$ hartree. Building the full matrix of the quadratic form is practical only in small bases, because it acts on a space of dimension $m(m+1)/2-1$. In larger bases $\lambda$ can be found with an iterative eigenvalue method, which needs the products $G(A)$ for traceless trial matrices $A$, with the trace removed from each product in the orthonormal basis. Without this projection the method finds the largest eigenvalue on all symmetric matrices, an upper bound to $\lambda$; for the stretched chain it is 1.509 instead of 0.7528 hartree. After convergence, the unshifted $F(D)$ should be diagonalized once to check both the commutator and the aufbau order. The numerical check tests the minimum property \eqref{eq:excess}, the descent \eqref{eq:descent}, the gradient bound \eqref{eq:grad}, the cycle condition with the smaller gap, and the energy descent \eqref{eq:energydescent} on runs described here. It does not test the bounds on the shifted gap and on the step length for large $b$.

\section*{Numbers as computed}
\begin{verbatim}
H4 chain, RHF/STO-3G; energies in hartree, total (with nuclei)
SHORT spacing 1.8 bohr: Roothaan steps 23
 final RHF energy -2.11342892 hartree
 independent SCF energy -2.11342892 hartree
 smallest gap 0.68563, final gap 0.71397 hartree
 lambda (largest traceless eigenvalue of G) 0.70375 hartree
 last |D_n+1 - D_n| 7.9e-14
 n=0 E_HF(D_n) -1.914192  E(D_n,D_n+1) -2.014970 hartree
 n=1 E_HF(D_n) -2.113073  E(D_n,D_n+1) -2.113233 hartree
 n=2 E_HF(D_n) -2.113416  E(D_n,D_n+1) -2.113421 hartree
 n=3 E_HF(D_n) -2.113428  E(D_n,D_n+1) -2.113428 hartree
LONG spacing 6.0 bohr: Roothaan steps 25
 n=0 E_HF(D_n) -0.606094  E(D_n,D_n+1) -1.588068 hartree  |D_n+1-D_n-1| none
 n=1 E_HF(D_n) -0.599964  E(D_n,D_n+1) -1.588872 hartree  |D_n+1-D_n-1| 5.70e-02
 n=2 E_HF(D_n) -0.597907  E(D_n,D_n+1) -1.588964 hartree  |D_n+1-D_n-1| 1.92e-02
 n=3 E_HF(D_n) -0.597800  E(D_n,D_n+1) -1.588974 hartree  |D_n+1-D_n-1| 6.48e-03
 n=4 E_HF(D_n) -0.597243  E(D_n,D_n+1) -1.588976 hartree  |D_n+1-D_n-1| 2.18e-03
 n=5 E_HF(D_n) -0.597584  E(D_n,D_n+1) -1.588976 hartree  |D_n+1-D_n-1| 7.36e-04
 smallest gap in run 0.48566, in cycle 0.48772 hartree
 state A: E_HF -0.597162 hartree; electrons per atom outer 0.0012, inner 1.9988
  |[F,D]| 0.04849 hartree
 state B: E_HF -0.597557 hartree; electrons per atom outer 1.9988, inner 0.0012
  |[F,D]| 0.04844 hartree
 E(A,B) -1.588976 hartree; |A-B| 1.99762
 Tr(Delta G(Delta)) 1.98323 hartree
 Tr(Delta G(Delta))/|Delta|^2 0.49699 hartree
 lambda 0.75278, operator norm of G 1.50910 hartree
LEVEL SHIFT b = 0.75278 hartree: steps 288
 smallest shifted gap 0.27158 hartree
 stationary state S: E_HF -1.290890, unshifted gap 0.16848 hartree
 electrons per atom outer 0.9995, inner 1.0005
 |[F(S),S]| 3.9e-13 hartree
 lower cycle energy minus E_HF(S) 0.69333 hartree = 18.867 eV
 E(A,B) minus E_HF(S) -0.29809 hartree
RESTART near S: |D_0 - S| 0.01087, steps 32
 smallest gap 0.16857 hartree; final |D_n+1-D_n| 1.99762
 final E(D,D') -1.588976 hartree; distance to pair A,B 4.8e-14
TWO-ORBITAL MODEL: h -1.0, J_same 1.0, J_cross 0.3, K 0.1 hartree
 occupied level 0.00, empty level -0.50 hartree
\end{verbatim}
